\section*{Where Exponential Localization Fails in a Disordered Chain}

\section{Definitions and conventions}

A chain of non-interacting electrons with nearest-neighbour hopping obeys
\begin{equation}
-t_n\psi_{n+1}-t_{n-1}\psi_{n-1}+\varepsilon_n\psi_n=E\psi_n ,\qquad t_n>0 .
\end{equation}
The disordered part is joined to clean leads with hopping $t$ and, unless stated otherwise, site energy zero. Transport is coherent, and with spin degeneracy $G=(2e^2/h)T$, where $2e^2/h=77.481\,\mu$S. Energies are measured in $t$ and lengths in sites, since a model chain has no atomic scale.

For $t_n=t$ one site maps $(\psi_n,\psi_{n-1})$ to $(\psi_{n+1},\psi_n)$ by
\begin{equation}
M=\begin{pmatrix}(\varepsilon-E)/t&-1\\ 1&0\end{pmatrix},\qquad \det M=1 .
\end{equation}
The Lyapunov exponent $\gamma(E)$ is the growth rate per site of the logarithm of the norm of the product of such matrices, and $1/\gamma$ is the localization length. A host site ($\varepsilon=0$) at $E=-2t\cos k$, $0<k<\pi$, has the matrix $M_a$ with eigenvalues $e^{\pm ik}$ and eigenvectors $u=(e^{ik},1)^T$ and $u^*$. The row $\ell=(1,-e^{-ik})/(2i\sin k)$ satisfies $\ell u=1$ and $\ell u^*=0$. A real matrix $K$ of unit determinant sends $Au+Bu^*$ to $A'u+B'u^*$ with
\begin{equation}
A'=\alpha A+\beta B,\quad B'=\beta^*A+\alpha^*B,\quad \alpha=\ell Ku,\quad\beta=\ell Ku^* ,
\end{equation}
and $|\alpha|^2-|\beta|^2=\det K=1$. A wave incident from the left has $A=1$, $B'=0$, so $B=-\beta^*/\alpha^*$ and $A'=(|\alpha|^2-|\beta|^2)/\alpha^*=1/\alpha^*$:
\begin{equation}
T=\frac{1}{|\alpha|^2}=\frac{1}{1+|\beta|^2}.\label{T}
\end{equation}
For a real solution $B=A^*$, and $\zeta=A^*/A$ lies on the unit circle. Dividing $A'$ by $A$, and $A'^*$ by $A'$,
\begin{equation}
\ln\Big|\frac{A'}{A}\Big|=\ln|\alpha|+\mathrm{Re}\ln\Big(1+\frac{\beta}{\alpha}\zeta\Big),\qquad \zeta'=\frac{\alpha^*\zeta+\beta^*}{\alpha+\beta\zeta}.\label{step}
\end{equation}
Apply the first relation to the whole sample and average over the entering $\zeta$ uniformly on the circle. Since $|\beta/\alpha|<1$, the logarithm expands in positive powers of $\zeta$, each of which averages to zero. Thus $-\tfrac12\ln T$ is the phase-averaged growth of $\ln|A|$, and $\langle\ln T\rangle=-2\gamma L$ up to an end term that grows more slowly than $L$. It need not be bounded: in the hopping model below it grows as $\sqrt L$.

\section{The belief and its appeal}

The belief is that any disorder in a chain localizes every state exponentially: $\gamma>0$ at every energy, so that $\ln T$ falls in proportion to $L$. It tempts because a wave on a line cannot go round an obstacle, and because for independent site energies the calculation gives a positive answer. With $P=\mathrm{diag}(1,0)$ a site has $M=M_a+(\varepsilon/t)P$, and $\ell Pu=e^{ik}/(2i\sin k)$, $\ell Pu^*=e^{-ik}/(2i\sin k)$. Since $\ell M_au^*=0$,
\begin{equation}
\beta=\frac{\varepsilon}{t}\,\frac{e^{-ik}}{2i\sin k}.\label{single}
\end{equation}
Take $\langle\varepsilon\rangle=0$ and work to second order in $\varepsilon$. The entering $\zeta$ depends on earlier sites and is independent of the present $\varepsilon$. At zeroth order $\zeta'=e^{-2ik}\zeta$, so stationarity forces $\langle\zeta\rangle$ and $\langle\zeta^2\rangle$ to vanish at that order unless $e^{-4ik}=1$. In $\langle\beta/\alpha\rangle\langle\zeta\rangle-\tfrac12\langle\beta^2/\alpha^2\rangle\langle\zeta^2\rangle$ both first factors are already of second order, so both terms drop. What remains is $\ln|\alpha|=\tfrac12\ln(1+|\beta|^2)\simeq\tfrac12|\beta|^2$, and with $4t^2\sin^2k=4t^2-E^2$,
\begin{equation}
\gamma=\frac{\langle\varepsilon^2\rangle}{2(4t^2-E^2)},
\end{equation}
valid for weak disorder away from the band centre and edges. For a box distribution of width $W=0.6\,t$ at $E=0.8\,t$ this is $(0.6^2/12)/[2(4-0.8^2)]=0.00446$ per site. A Green-function calculation, $T=\Gamma^2|G_{1N}|^2$ with $\Gamma$ the lead broadening, gives $0.00445$ on chains of 2000 sites. Positivity of $\gamma$ for independent site energies of any strength follows from F\"urstenberg's theorem on random matrix products, which is not proved here and not used below. The argument above needed independent sites and diagonal disorder. Each of the two models below gives up one of these.

\section{Random dimers}

Build the chain, with $t_n=t$, from independent units: a host site with probability $q=1-p$, or a pair of sites of energy $\varepsilon_b=vt$ with probability $p$. Let $x=(\varepsilon_b-E)/t$. Direct multiplication gives
\begin{equation}
M_b^2=\begin{pmatrix}x^2-1&-x\\ x&-1\end{pmatrix}=xM_b-1 .\label{CH}
\end{equation}
At $E=\varepsilon_b$ every dimer acts as $-1$, which commutes with everything, and a sample with $n_a$ host sites has the matrix $\pm M_a^{n_a}$ whatever the arrangement. The outcome depends on whether the host propagates at this energy, and on the leads.

For $|v|<2$ the wave number is real, $\cos k_0=-v/2$. With host leads $\beta=0$ and $T=1$ for every sample. With leads of the dimer material, $E=\varepsilon_b$ is their band centre, $u=(i,1)^T$ and $\ell=(1,i)/(2i)$; for $K$ with rows $(a,b)$ and $(c',d)$ this gives $\alpha=[(b-c')+i(a+d)]/(2i)$, so
\begin{equation}
|\alpha|^2=\tfrac14\big[(a+d)^2+(b-c')^2\big].\label{centre}
\end{equation}
The identity $M_a^n=[\sin(nk)M_a-\sin((n-1)k)]/\sin k$ holds because it holds for both eigenvalues $e^{\pm ik}$. Hence $b-c'=-2\sin(nk)/\sin k$, the trace is $2\cos nk$, and $|\alpha|^2=\cos^2nk+\sin^2nk/\sin^2k$:
\begin{equation}
T=\frac{1}{1+\sin^2(n_ak_0)\cot^2k_0}\ \ge\ \sin^2k_0=1-\frac{v^2}{4}.
\end{equation}
The transmission is then below one in general but does not decay with length. For $v=2$, $M_a=-(1+N)$ with $N$ of rows $(1,1)$, $(-1,-1)$ and $N^2=0$, so $M_a^n=\pm(1+nN)$, whose norm grows as $2n$: $\gamma=0$, with algebraic growth. For $|v|>2$ the eigenvalues have modulus $e^{\pm\kappa}$ with $\cosh\kappa=|v|/2$, and the wave decays by $\kappa$ per host site. On a chain with $n_a=204$ the norm divided by $n_a$ is $2.0000$ for $v=2$; for $v=2.5$ its logarithm divided by $n_a$ is $0.6957$ against $\kappa=0.6931$, the excess being the logarithm of the constant prefactor of $e^{n_a\kappa}$ divided by $n_a$.

\subsection{Near the resonance}

With $M_b=M_a+vP$, Eq.~(\ref{CH}) gives for one dimer, without approximation,
\begin{equation}
\alpha=-1+x\Big(e^{ik}+\frac{v\,e^{ik}}{2i\sin k}\Big),\qquad \beta=\frac{xv\,e^{-ik}}{2i\sin k},\qquad |\beta|^2=\frac{x^2v^2}{4\sin^2k}.\label{dimer}
\end{equation}
Here $\beta$ has a nonzero mean of order $x$, so $\langle\zeta\rangle$ is needed to first order. Expanding Eq.~(\ref{step}) for a dimer, $\zeta'=(\alpha^*/\alpha)\zeta+\beta^*/\alpha-(\alpha^*\beta/\alpha^2)\zeta^2+O(x^2)$, with $\alpha^*/\alpha=1+O(x)$. At zeroth order $\langle\zeta^m\rangle=(qe^{-2imk}+p)\langle\zeta^m\rangle$, so $\langle\zeta\rangle$ and $\langle\zeta^2\rangle$ are $O(x)$ for $0<|v|<2$. At first order
\begin{equation}
\langle\zeta\rangle=qe^{-2ik}\langle\zeta\rangle+p\langle\zeta\rangle+p\frac{\beta^*}{\alpha}
\quad\Rightarrow\quad \langle\zeta\rangle=\frac{p\,\beta^*/\alpha}{q(1-e^{-2ik})}.
\end{equation}
Host units add $\ln|e^{ik}|=0$. A dimer adds $\tfrac12|\beta|^2+\mathrm{Re}[(\beta/\alpha)\langle\zeta\rangle]$, the $\zeta^2$ term being $O(x^3)$. Using $\alpha^2\to1$ and $1/(1-e^{-2ik})=\tfrac12-\tfrac i2\cot k$, the growth per unit is
\begin{equation}
p\Big[\tfrac12|\beta|^2+\frac{p}{2q}|\beta|^2\Big]=\frac{p|\beta|^2}{2q}.
\end{equation}
A unit has $q+2p=1+p$ sites on average, and $4\sin^2k_0=4-v^2$, so at leading order
\begin{equation}
\gamma=c\,x^2,\qquad c=\frac{p\,v^2}{2q(1+p)(4-v^2)} .
\end{equation}
The factor $1/q$ reflects the fluctuation of the run length. Adjacent dimers reflect in phase because each contributes a phase $\pi$, so the $n\ge0$ dimers between two successive host sites act as one scatterer of strength $n\beta$. A constant $n$ would make the chain periodic, without localization near this energy, so only the variance of $n$ counts. It is $p/q^2$ per host site, and with $q$ host sites per unit the growth is $\tfrac12|\beta|^2p/q$, as found above. A run that has begun contains $1/q$ dimers on average, and the expansion needs $|x|\ll q$. It also fails as $|v|\to2$, where $\sin k_0\to0$ makes $\beta$ large. The exponent vanishes at $x=0$ and is positive on either side within this regime.

The end term in $\langle\ln T\rangle$ is $O(x^2)$, because each unit adds $O(x^2)$ and $\langle\zeta\rangle$ relaxes within a number of units independent of $x$. Hence, to leading order at large $L$, $\langle\ln T\rangle=-1$ at $E=\varepsilon_b\pm\delta^*$ with $\delta^*=t/\sqrt{2cL}$. To count the states inside, follow the phase of $A$: an open chain gains one eigenvalue each time the total phase advances by $\pi$. A host site adds $k$, with $dk/dE=1/(2t\sin k)$. A dimer adds $\arg\alpha$; the imaginary part of the bracket in Eq.~(\ref{dimer}) is $\sin k_0-v\cos k_0/(2\sin k_0)=\sin k_0+\cos^2k_0/\sin k_0=1/\sin k_0$, so $\arg\alpha=\pi-x/\sin k_0$, whose derivative $1/(t\sin k_0)$ is again $1/(2t\sin k_0)$ per site. The term $\mathrm{Im}[(\beta/\alpha)\langle\zeta\rangle]$ is of second order. The density of states per site at resonance is $\rho=1/(2\pi t\sin k_0)$, and the window holds $2\delta^*\rho L\propto\sqrt L$ states, a fraction $\propto L^{-1/2}$ of all.

\subsection{Numbers}

Take $v=1.2$, $p=0.5$, so $\sin k_0=0.8$ and $k_0=2.2143$. One dimer at $x=0.1$, that is $E=1.1\,t$, has $|\beta|^2=0.1^2\cdot1.2^2/(4-1.1^2)=0.005161$ and $T=0.994865$. Further,
\begin{align}
c&=\frac{0.5\cdot1.2^2}{2\cdot0.5\cdot1.5\,(4-1.2^2)}=0.1875,\qquad \rho=\frac{1}{2\pi\cdot0.8\,t}=\frac{0.19894}{t},\\
\delta^*&=\frac{t}{\sqrt{2\cdot0.1875\cdot6000}}=0.02108\,t,\qquad 2\cdot0.02108\cdot0.19894\cdot6000=50.3
\end{align}
for 4000 units, mean length 6000 sites. The numerical output below the text confirms each item. Site-by-site recursion at $x=\pm0.04$, averaged over the sign to cancel the cubic term, gives $\gamma/x^2=0.188$; for $p=0.25$, $v=1.5$ it gives $0.172$ against $c=0.1714$. Averaged over the two energies $\varepsilon_b\pm\delta^*$, $\langle\ln T\rangle=-1.01$ both for 6000 sites and for 1500 sites, where $\delta^*=0.04216\,t$. The two sides differ through the cubic term: below and above $\varepsilon_b$ the values are about $-0.94$ and $-1.06$ for 6000 sites, and $-0.89$ and $-1.12$ for 1500. Diagonalization finds $50.2$ and $25.3$ states in the windows, against $50.3$ and $25.2$: four times the length holds twice the states and half the fraction, $0.0084$ against $0.0168$. With leads of the dimer material the smallest $T$ among 30 chains is $0.643$, above the bound $0.64$.

The refuting number is a single chain of 5987 sites at $E=\varepsilon_b$: $T=1.0000000000$, $G=77.481\,\mu$S. The same sites in shuffled order give $\ln T=-563$, or $-\ln T/2L=0.047$ per site. Shuffling keeps the composition and destroys the pairing, and an unpaired site reflects by Eq.~(\ref{single}) with $|\beta|=v/(2\sin k_0)\neq0$.

\section{Pure hopping disorder at the band centre}

Set $\varepsilon_n=0$ and $t_j=te^{y_j}$ for the $L$ bonds $j=1,\dots,L$ between sites $1,\dots,L+1$, with independent $y_j$ of zero mean and variance $\sigma^2$; all other bonds equal $t$. The substitution $\psi_n\to(-1)^n\psi_n$ maps $E$ to $-E$, and at $E=0$ the equation reads $t_n\psi_{n+1}=-t_{n-1}\psi_{n-1}$, which does not couple the two sublattices. For $w_n=(t_n\psi_{n+1}/t,\ \psi_n)^T$, which equals $(\psi_{n+1},\psi_n)^T$ in the leads,
\begin{equation}
w_n=JD(y_{n-1})\,w_{n-1},\qquad J=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad D(y)=\begin{pmatrix}e^{-y}&0\\0&e^{y}\end{pmatrix}.
\end{equation}
The sample matrix is $JD(y_L)\cdots JD(y_1)\,J$. Since $D(y)J=JD(-y)$, and $j$ factors $J$ stand to the right of $D(y_j)$, moving all of them to the left gives $J^{L+1}D(X)$ with $X=\sum_{j=1}^L(-1)^jy_j$. The matrix $J$ is the lead matrix at $k=\pi/2$ and multiplies $\alpha$ by a phase. Equation~(\ref{centre}) applied to $D(X)$ gives
\begin{equation}
T=\frac{1}{\cosh^2X}\label{sech}
\end{equation}
for every sample and either parity of $L$. The alternating sign is the mechanism: a bond scales one component by $e^{y}$ and the other by $e^{-y}$, the components then swap, and the logarithm performs a walk without drift. As $\langle|X|\rangle\propto\sqrt L$, $\gamma(0)=0$. The walk is also visible in an eigenstate. An open chain with an odd number of sites has the zero mode $\psi_{2m+1}=\psi_1\prod_{j\le m}(-t_{2j-1}/t_{2j})$, $\psi_{2m}=0$, so $\ln|\psi_{2m+1}/\psi_1|$ is minus the partial sum of $X$ over $2m$ bonds, of size $\sigma\sqrt{2m}$; diagonalization of 41 sites reproduces it.

For Gaussian $y_j$, $X$ is Gaussian with $s=\sigma\sqrt L$; for other laws of finite variance it becomes so on the scale $s$ at large $L$ by the central limit theorem, which fixes the leading terms of the mean and standard deviation of $\ln T$ but not the corrections: those to $\langle|X|\rangle$ are of relative order $1/L$ when the fourth moment of $y_j$ is finite, and can be larger when it is not. The prefactor of $\langle T\rangle$ also needs the distribution of $X$ to be smooth over $|X|\lesssim1$; for a discrete law such as $y_j=\pm\sigma$, $X$ lies on a lattice, the integral of $\mathrm{sech}^2X$ becomes a sum, and the prefactor changes, by less than half a percent for $\sigma=0.5$ but by a factor $1.53$ for even and $0.54$ for odd $L$ at $\sigma=1.5$. Write $\ln T=-2|X|+2\ln2-2\ln(1+e^{-2|X|})$. The first term needs $\langle|X|\rangle=s\sqrt{2/\pi}$. The last is confined to $|X|\lesssim1$, where the density is $1/(s\sqrt{2\pi})$ for $s\gg1$, and $\int_0^\infty\ln(1+e^{-2X})\,dX=\sum_m(-1)^{m+1}/(2m^2)=\pi^2/24$ on each side:
\begin{equation}
\langle\ln T\rangle=-2s\sqrt{2/\pi}+2\ln2-\frac{\pi^2}{6s\sqrt{2\pi}}+O(s^{-3}).\label{mean}
\end{equation}
The variance of $|X|$ is $s^2-2s^2/\pi$, so the standard deviation of $\ln T$ tends to $2s\sqrt{1-2/\pi}$, and its ratio to $|\langle\ln T\rangle|$ tends to $\sqrt{\pi/2-1}=0.7555$: $\ln T$ does not self-average. For the mean of $T$, expand the Gaussian as $1-X^2/2s^2$ and use $\int\mathrm{sech}^2X\,dX=2$ and, from $\mathrm{sech}^2X=4\sum_m(-1)^{m+1}me^{-2mX}$ at $X>0$, $\int X^2\mathrm{sech}^2X\,dX=2\sum_m(-1)^{m+1}/m^2=\pi^2/6$:
\begin{equation}
\langle T\rangle=\frac{\sqrt{2/\pi}}{s}\Big(1-\frac{\pi^2}{24s^2}\Big).
\end{equation}
The mean falls as $L^{-1/2}$ and is carried by the fraction $\sim1/s$ of samples whose walk ends at $|X|\lesssim1$.

\subsection{Numbers}

For log-normal hoppings with $\sigma=0.5$ and $L=1600$, $s=20$ and
\begin{equation}
\langle\ln T\rangle=-40\sqrt{2/\pi}+2\ln2-\frac{\pi^2}{120\sqrt{2\pi}}=-30.56 .
\end{equation}
Over 20000 chains the Green function gives $-30.83\pm0.17$, within two standard errors, and it agrees with Eq.~(\ref{sech}) sample by sample. For $L=100$ and $400$ it gives $-6.75\pm0.04$ and $-14.65\pm0.08$ against $-6.72$ and $-14.64$. The apparent decay rate $-\langle\ln T\rangle/2L$ from Eq.~(\ref{mean}) is $0.0336$, $0.0183$, $0.0096$ per site for the three lengths; the belief requires it to settle at a positive constant. At $L=1600$ the standard deviation is $24.2$ against $24.1$, and $\langle T\rangle=0.0394\pm0.0011$ against $0.0399$. The geometric mean of the conductance is $77.481\,e^{-30.56}\,\mu\mathrm{S}=4.1\times10^{-12}\,\mu$S, the median, at $|X|=0.6745\,s$, is about $6\times10^{-10}\,\mu$S, and the arithmetic mean is $3.1\,\mu$S. A vanishing $\gamma$ here does not make the typical chain a conductor. Uniformly distributed $y_j$ with the same $\sigma$ give $-30.35\pm0.34$.

\subsection{Conditions}

A staggered mean $\langle y_j\rangle=\mu(-1)^j$ gives $\langle X\rangle=\mu L$, and for $\mu L\gg s$, $\langle\ln T\rangle\simeq-2\mu L+2\ln2$. With $\mu=0.05$ this is $-2\cdot0.05\cdot1600+2\ln2=-158.6$, against $-159.3\pm0.9$. Site disorder couples the sublattices. With $f=\langle\ln T\rangle$, the ratio $[f(1600)-f(800)]/[f(800)-f(400)]$ removes constants and equals $2$ for a linear law and $(2-\sqrt2)/(\sqrt2-1)=\sqrt2$ for a square root. It is $1.42$ for pure hopping disorder and $2.00$ once site energies of box width $t$ are added, when $f(1600)=-351$.

\subsection{Small nonzero energy}

Let $R_n=-t_n\psi_{n+1}/\psi_n$. Dividing the chain equation by $\psi_n$ and using $\psi_{n-1}/\psi_n=-t_{n-1}/R_{n-1}$ gives $R_n=E-t_{n-1}^2/R_{n-1}$. Two steps give
\begin{equation}
R_{n+1}=\tilde R+E,\qquad \tilde R=\frac{t_n^2}{t_{n-1}^2}\,\frac{R_{n-1}}{1-ER_{n-1}/t_{n-1}^2}.
\end{equation}
For $U=\ln|R/t|$ on one sublattice this is $U'=U+\xi-a+b$, with $\xi=2(y_n-y_{n-1})$ independent of $U$ and of variance $8\sigma^2$, $a=\ln|1-ER_{n-1}/t_{n-1}^2|$ and $b=\ln|1+E/\tilde R|$. With $\Lambda=\ln(t/|E|)$, $a$ matters near $U=+\Lambda$ and $b$ near $U=-\Lambda$; beyond these points the map returns $|R|$ to about $t^2/|E|$ or $|E|$, so they act as walls. Stationarity of $\langle U\rangle$ gives $\langle a\rangle=\langle b\rangle$. For $\langle U^2\rangle$, take $\Lambda\gg1$ and assume the walk spreads over the interval, so that it spends a fraction $O(1/\Lambda)$ of its steps at the walls. Then
\begin{equation}
0=2\langle U(b-a)\rangle+\langle(\xi-a+b)^2\rangle\simeq-4\Lambda\langle a\rangle+8\sigma^2 ,
\end{equation}
so $\langle a\rangle=2\sigma^2/\Lambda$ with relative corrections $O(1/\Lambda)$. From $R_nR_{n-1}=ER_{n-1}-t_{n-1}^2$ and $\psi_{n+1}/\psi_{n-1}=R_nR_{n-1}/(t_nt_{n-1})$, the growth over two sites is $a+y_{n-1}-y_n$, of mean $\langle a\rangle=2\gamma$:
\begin{equation}
\gamma(E)\simeq\frac{\sigma^2}{\ln(t/|E|)}
\end{equation}
to leading logarithm. The recursion gives $0.0280$ at $E=10^{-4}t$ and $0.0139$ at $10^{-8}t$, against $0.0271$ and $0.0136$. A constant added to $\Lambda$ cancels in the slope $d(1/\gamma)/d\Lambda$, which is the quantity tested: it is $3.94$ against $1/\sigma^2=4$. At small nonzero $E$ the square-root law holds until $U$, whose variance grows by $4\sigma^2$ per site, reaches a wall, that is for $L$ below about $\Lambda^2/4\sigma^2$; at that length $\sigma\sqrt L$ and $\gamma L$ are both of order $\Lambda$, and the linear law takes over.

\section{The corrected statement}

The word ``every'' is what fails, for dimers with $0<|v|<2$ and for pure hopping disorder without a staggered mean. Under these conditions, which hold for the rest of this section, neither model produces a band of extended states around the energy studied here: $\gamma$ rises as $(E-\varepsilon_b)^2$ in one and as $1/\ln(t/|E|)$ in the other, so at any fixed nearby energy a long enough chain shows $\langle\ln T\rangle=-2\gamma L$. But $1/\gamma$ is unbounded, so no single length bounds the exponential decay of all states, and a long but finite chain always keeps an energy window, at large $L$ of half-width about $t/\sqrt{2cL}$ for dimers and $t\,e^{-C\sigma\sqrt L}$ for random hopping (with a constant $C$ of order one that the estimate above does not fix), in which exponential decay has not set in. This concerns the tails, not where the weight sits. Dimer states near the resonance spread over a finite fraction of the chain, but the normalized zero mode of the hopping model gathers near the maximum of its walk: for $\sigma=0.5$ the median of $1/\sum_n\psi_n^4$ is about 8 sites for chains of $10^3$ to $10^5$ sites alike.

\section*{Calculated quantities}
\begin{verbatim}
Anderson E=0.8 t, box width W=0.6 t, N=2000 sites: gamma num 0.00445, formula 0.00446 /site
dimers: v=1.2 t, p=0.5, k0=2.2143 rad, sin k0=0.8000
c=0.18750 /(site t^2), rho=0.19894 /(site t)
single dimer x=0.1: |beta|^2=0.005161, T=0.994865
b leads, 30 chains of 100 units: min T=0.6431, bound 1-v^2/4=0.6400
400 units, n_a=204: v=2: |M|/n_a=2.0000 (linear growth)
v=2.5: ln|M|/n_a=0.6957, arccosh(v/2)=0.6931 /host site
p=0.5, v=1.2 t, x=+-0.04: gamma/x^2 num 0.1883, c 0.1875 /site
p=0.25, v=1.5 t, x=+-0.04: gamma/x^2 num 0.1720, c 0.1714 /site
1000 units, mean L=1500 sites: max|ln T(E=v)|=0.0e+00 (200 chains)
  delta*=0.04216 t, <ln T(v+-delta*)>=-1.007 (2000 chains)
  states in window: counted 25.25, formula 25.16, fraction 0.0168
4000 units, mean L=6000 sites: max|ln T(E=v)|=0.0e+00 (200 chains)
  delta*=0.02108 t, <ln T(v+-delta*)>=-1.007 (2000 chains)
  states in window: counted 50.20, formula 50.33, fraction 0.0084
one chain, 5987 sites, E=v: T=1.0000000000, G=77.481 uS
same sites shuffled: ln T=-563.2, -lnT/2L=0.0470 /site
hopping: log-normal, sigma=0.5, E=0, 20000 chains
L=100 bonds, s=5.0: <ln T> num -6.75+-0.04, formula -6.724
  <T> num 0.1551+-0.0020, formula 0.1570; -<lnT>/2L=0.0336
L=400 bonds, s=10.0: <ln T> num -14.65+-0.08, formula -14.637
  <T> num 0.0812+-0.0016, formula 0.0795; -<lnT>/2L=0.0183
L=1600 bonds, s=20.0: <ln T> num -30.83+-0.17, formula -30.562
  <T> num 0.0394+-0.0011, formula 0.0399; -<lnT>/2L=0.0096
L=1600: std ln T num 24.22, formula 24.11; limit std/|mean|=0.7555
L=1600: G0=77.481 uS, typical G=4.13e-12 uS, mean G=3.088 uS
uniform ln t, same sigma, L=1600: <ln T>=-30.35+-0.34
staggered mu=0.05, L=1600: <ln T> num -159.3+-0.9, formula -158.6
added site disorder W=1 t, L=1600: <ln T>=-350.6
growth ratio L=400,800,1600: pure 1.422 (sqrt2=1.414), with site disorder 2.000
zero mode, 41 sites: max weight on other sublattice 2e-30
E=1e-04 t: gamma num 0.02802+-0.00005, leading log 0.02714 /site
E=1e-08 t: gamma num 0.01390+-0.00005, leading log 0.01357 /site
slope d(1/gamma)/dln(t/E): num 3.936, 1/sigma^2=4.000 sites
\end{verbatim}
